# Rank and dual-mode form of the lead broadening matrix: a program that tests the result

```python
"""
Result under test: for a periodic semi-infinite lead the broadening matrix is
    Gamma = sum_j (v_j/a) d_j d_j^dagger   (hbar = 1, outgoing modes, v_j > 0),
so its rank is the number of outgoing propagating modes.
h: cell Hamiltonian; t: coupling from cell n to n+1; a: cell length;
theta = k a; F = g t^dagger with g the surface Green function;
Sigma = t g t^dagger; Gamma = i (Sigma - Sigma^dagger);
u_j: normalized Bloch vectors; d_j: their duals, orthogonal to all decaying modes.
Conditions: no zero-velocity state and no surface bound state at the energy.
Hartree atomic units.
"""
import numpy as np
from scipy import linalg as la
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
ETA = 1e-8


def dag(x):
    return x.conj().T


def surface_green(h, t, energy, eta):
    """Exact elimination of every second cell, repeated until decoupled."""
    z = (energy + 1j * eta) * np.eye(len(h))
    surf, bulk = h.astype(complex), h.astype(complex)
    fwd, back = t.astype(complex), dag(t).astype(complex)
    for _ in range(80):
        mid = la.inv(z - bulk)
        surf = surf + fwd @ mid @ back
        bulk = bulk + fwd @ mid @ back + back @ mid @ fwd
        fwd, back = fwd @ mid @ fwd, back @ mid @ back
        if np.abs(fwd).max() + np.abs(back).max() < 1e-15:
            return la.inv(z - surf)
    raise AssertionError("lead elimination did not converge")


def broadening(h, t, energy, eta=ETA):
    sigma = t @ surface_green(h, t, energy, eta) @ dag(t)
    return 1j * (sigma - dag(sigma))


def bloch(h, t, theta):
    return h + t * np.exp(1j * theta) + dag(t) * np.exp(-1j * theta)


def pencil(h, t, energy):
    m = len(h)
    one, zero = np.eye(m), np.zeros((m, m))
    left = np.block([[zero, one], [-dag(t), energy * one - h]]).astype(complex)
    right = np.block([[one, zero], [zero, t]]).astype(complex)
    return left, right


def bloch_modes(h, t, energy):
    """Phases, slopes dE/dtheta and vectors of all Bloch states at energy."""
    left, right = pencil(h, t, energy)
    al, be = la.eigvals(left, right, homogeneous_eigvals=True)
    on_circle = np.abs(np.abs(al) - np.abs(be)) < 1e-7 * np.abs(be)
    phases = []
    for th in np.angle(al[on_circle] / be[on_circle]):
        if all(abs(np.exp(1j * th) - np.exp(1j * p)) > 1e-6 for p in phases):
            phases.append(th)
    th_out, slopes, vecs = [], [], []
    for th in phases:
        w, x = la.eigh(bloch(h, t, th))
        kernel = x[:, np.abs(w - energy) < 1e-7]
        deriv = 1j * (t * np.exp(1j * th) - dag(t) * np.exp(-1j * th))
        s, rot = la.eigh(dag(kernel) @ deriv @ kernel)
        for sj, vec in zip(s, (kernel @ rot).T):
            big = vec[np.argmax(np.abs(vec))]
            th_out.append(th)
            slopes.append(sj)
            vecs.append(vec * abs(big) / big)
    vectors = np.array(vecs, dtype=complex).reshape(-1, len(h)).T
    return np.array(th_out), np.array(slopes), vectors


def decaying_space(h, t, energy):
    """Basis of the decaying subspace, valid also for defective eigenvalues."""
    def inside(al, be):
        return np.abs(al) < (1 - 1e-6) * np.abs(be)
    left, right = pencil(h, t, energy)
    al, be = la.eigvals(left, right, homogeneous_eigvals=True)
    count = int(np.sum(inside(al, be)))
    if count == 0:
        return np.zeros((len(h), 0), dtype=complex)
    zmat = la.ordqz(left, right, sort=inside, output="complex")[5]
    return zmat[:len(h), :count]


def mode_broadening(h, t, energy):
    th, slope, vec = bloch_modes(h, t, energy)
    out = slope > 0
    th, slope_out, vec = th[out], slope[out], vec[:, out]
    dec = decaying_space(h, t, energy)
    assert len(slope_out) + dec.shape[1] == len(h)
    assert np.sum(slope < 0) == len(slope_out)
    dual = dag(la.inv(np.hstack([vec, dec]))[:len(slope_out)])
    gamma = (dual * slope_out) @ dag(dual)
    return gamma, th, slope_out, vec, dual, dec


def limiting_rank(h, t, energy):
    """Singular values that survive when eta is reduced tenfold."""
    s1 = la.svdvals(broadening(h, t, energy, 10 * ETA))
    s2 = la.svdvals(broadening(h, t, energy, ETA))
    return int(np.sum((s2 > 1e-6) & (s2 > 0.5 * s1)))


def upward_crossings(h, t, energy, points=1441):
    grid = np.linspace(-np.pi, np.pi, points, endpoint=False)
    bands = np.linalg.eigvalsh(np.array([bloch(h, t, q) for q in grid]))
    below = bands < energy
    return int(np.sum(below & ~np.roll(below, -1, axis=0)))


# ---------------- worked example ----------------
a = 5.0
E = 0.03
h = np.array([[0.00, 0.01, 0.02], [0.01, 0.02, 0.00], [0.02, 0.00, 0.15]])
t = np.array([[-0.05, 0.01, 0.02], [0.00, -0.04, 0.01], [0.01, 0.00, -0.02]])
gamma = broadening(h, t, E)
gamma_modes, theta, slope, U, D, X = mode_broadening(h, t, E)
n_out = len(slope)
diff = np.abs(gamma - gamma_modes).max()
assert diff < 1e-6
assert limiting_rank(h, t, E) == n_out == upward_crossings(h, t, E)
assert np.abs(gamma @ X).max() < 1e-6
assert np.abs(dag(U) @ gamma @ U - np.diag(slope)).max() < 1e-6

# slopes against finite differences of the band energies
for th, s in zip(theta, slope):
    band = np.argmin(np.abs(la.eigvalsh(bloch(h, t, th)) - E))
    step = 1e-4
    up = la.eigvalsh(bloch(h, t, th + step))[band]
    down = la.eigvalsh(bloch(h, t, th - step))[band]
    assert abs((up - down) / (2 * step) - s) < 1e-6

# outgoing eigenvalues move inside the circle at the rate eta/(dE/dtheta)
small = 1e-6
F_small = surface_green(h, t, E, small) @ dag(t)
lam_small = la.eigvals(F_small)
for th, s in zip(theta, slope):
    near = lam_small[np.argmin(np.abs(lam_small - np.exp(1j * th)))]
    assert abs(-np.log(abs(near)) * s / small - 1) < 1e-2

# finite eta: elimination against a long explicit lead, flux sum, factorization
eta_big, cells = 5e-3, 300
shift = np.eye(cells, k=1)
H_long = np.kron(np.eye(cells), h) + np.kron(shift, t) + np.kron(shift.T, t.T)
first = np.eye(3 * cells)[:, :3]
g_long = la.solve((E + 1j * eta_big) * np.eye(3 * cells) - H_long, first)[:3]
g_big = surface_green(h, t, E, eta_big)
assert np.abs(g_long - g_big).max() < 1e-6
F_big = g_big @ dag(t)
flux_sum, power = np.zeros((3, 3), complex), np.eye(3)
for _ in range(3000):
    power = F_big @ power
    flux_sum += 2 * eta_big * dag(power) @ power
assert np.abs(flux_sum - broadening(h, t, E, eta_big)).max() < 1e-9
lam = 0.7 + 0.4j
direct = (E + 1j * eta_big) * np.eye(3) - h - lam * t - dag(t) / lam
factored = (la.inv(g_big) - lam * t) @ (np.eye(3) - F_big / lam)
assert np.abs(direct - factored).max() < 1e-10

# the non-surviving singular value is proportional to eta
sv5 = la.svdvals(broadening(h, t, E, 1e-5))
sv6 = la.svdvals(broadening(h, t, E, 1e-6))
if n_out < 3:
    assert abs(sv5[-1] / sv6[-1] - 10) < 0.5

# replacing the true duals by simpler vectors gives a wrong matrix
norm = la.norm(gamma_modes)
err_modes = la.norm((U * slope) @ dag(U) - gamma_modes) / norm
D_span = dag(la.pinv(U))
err_span = la.norm((D_span * slope) @ dag(D_span) - gamma_modes) / norm
assert err_modes > 1e-3 and err_span > 1e-3

# energy scan of the same lead
scan = []
for energy in np.linspace(-0.13, 0.23, 10):
    row = (energy, limiting_rank(h, t, energy), upward_crossings(h, t, energy))
    assert row[1] == row[2]
    scan.append(row)

# random complex leads without time-reversal symmetry
rng = np.random.default_rng(7)
random_cases = 0
for _ in range(5):
    r = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
    h_r = 0.03 * (r + dag(r))
    t_r = 0.04 * (rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4)))
    for energy in (-0.137, -0.041, 0.023, 0.119):
        gm, _, s_r, _, _, _ = mode_broadening(h_r, t_r, energy)
        assert np.abs(gm - broadening(h_r, t_r, energy)).max() < 1e-4
        assert limiting_rank(h_r, t_r, energy) == len(s_r)
        assert upward_crossings(h_r, t_r, energy) == len(s_r)
        random_cases += 1

# two bands crossing exactly at the energy with opposite velocities
q = 1.1
c, s = np.cos(0.6), np.sin(0.6)
R = np.array([[c, -s], [s, c]])
h_x = R @ np.diag([0.0, 0.16 * np.cos(q)]) @ R.T
t_x = R @ np.diag([0.05, -0.03]) @ R.T
E_x = 0.10 * np.cos(q)
gm_x, _, s_x, _, _, _ = mode_broadening(h_x, t_x, E_x)
assert np.abs(gm_x - broadening(h_x, t_x, E_x)).max() < 1e-6
rank_x = limiting_rank(h_x, t_x, E_x)
assert rank_x == len(s_x) == 2

# singular coupling with a defective zero eigenvalue of F
h_j = np.array([[0, -0.05, 0], [-0.05, 0, -0.05], [0, -0.05, 0]])
t_j = np.array([[0, 0, 0], [0.01, 0, 0], [-0.05, 0.01, 0]])
E_j = 0.01
F_j = surface_green(h_j, t_j, E_j, ETA) @ dag(t_j)
assert np.sort(np.abs(la.eigvals(F_j)))[1] < 1e-4
assert la.svdvals(F_j)[1] > 1e-3
gm_j, _, s_j, _, _, _ = mode_broadening(h_j, t_j, E_j)
assert np.abs(gm_j - broadening(h_j, t_j, E_j)).max() < 1e-6
rank_j = limiting_rank(h_j, t_j, E_j)
assert rank_j == len(s_j)

# excluded case 1: band edge of a simple chain, Gamma vanishes as sqrt(eta)
h_1, t_1 = np.array([[0.0]]), np.array([[0.05]])
edge = [broadening(h_1, t_1, 0.10, e)[0, 0].real for e in (1e-6, 1e-8)]
assert abs(edge[0] / edge[1] - 10) < 0.1

# excluded case 2: surface bound state in a gap, Gamma diverges as 1/eta
p_in, q_out = 0.03, 0.05
h_s = np.array([[0, p_in], [p_in, 0]])
t_s = np.array([[0, 0], [q_out, 0]])
bound = [broadening(h_s, t_s, 0.0, e)[1, 1].real for e in (1e-5, 1e-6)]
for value, e in zip(bound, (1e-5, 1e-6)):
    assert abs(value * e / (2 * (q_out**2 - p_in**2)) - 1) < 1e-3
assert upward_crossings(h_s, t_s, 0.0) == 0


def show(vec):
    return "  ".join(f"{x.real:+.4f}{x.imag:+.4f}i" for x in vec)


print(f"cell length a = {a:.1f} bohr; energy E = {E:.3f} hartree")
for i in range(3):
    print(f"h row {i+1} (hartree):", "  ".join(f"{x:+.2f}" for x in h[i]))
for i in range(3):
    print(f"t row {i+1} (hartree):", "  ".join(f"{x:+.2f}" for x in t[i]))
print("outgoing modes:", n_out, "; decaying modes:", X.shape[1])
for j in range(n_out):
    print(f"mode {j+1}: theta = {theta[j]:+.5f} rad")
    print(f"  v = {a*slope[j]:.5f} a.u.; v/a = {slope[j]:.6f} hartree")
    print("  u =", show(U[:, j]))
    print("  dual =", show(D[:, j]))
    print(f"  squared norm of dual = {la.norm(D[:, j])**2:.5f}")
if X.shape[1] == 1:
    x = X[:, 0] / X[np.argmax(np.abs(X[:, 0])), 0]
    x = x / la.norm(x)
    lam_dec = np.vdot(x, surface_green(h, t, E, ETA) @ dag(t) @ x)
    print("decaying vector =", show(x))
    print(f"its factor per cell = {lam_dec.real:+.5f}{lam_dec.imag:+.5f}i")
for i in range(3):
    print(f"Gamma row {i+1} (hartree):",
          "  ".join(f"{v:+.6f}" for v in gamma_modes[i].real))
print("Gamma eigenvalues (hartree):",
      "  ".join(f"{abs(v):.6f}" for v in la.eigvalsh(gamma_modes)[::-1]))
trace = np.trace(gamma_modes).real
print(f"trace Gamma = {trace:.6f} hartree = {trace*HARTREE_EV:.4f} eV")
print(f"largest difference, elimination - modes = {diff:.1e} hartree")
print("singular values, eta=1e-5 hartree:", " ".join(f"{v:.3e}" for v in sv5))
print("singular values, eta=1e-6 hartree:", " ".join(f"{v:.3e}" for v in sv6))
print(f"relative error, modes used as duals = {err_modes:.4f}")
print(f"relative error, duals in propagating span = {err_span:.4f}")
for energy, rank, count in scan:
    print(f"E = {energy:+.2f} hartree: rank {rank}, upward crossings {count}")
print("random complex leads: cases passed =", random_cases)
print("crossing with opposite velocities: rank =", rank_x)
print("defective decaying eigenvalue: rank =", rank_j)
print(f"band edge: Gamma = {edge[0]:.3e}, {edge[1]:.3e} hartree"
      " at eta = 1e-6, 1e-8")
print(f"surface state: Gamma = {bound[0]:.1f}, {bound[1]:.1f} hartree"
      " at eta = 1e-5, 1e-6")
print("tests ok")
```

Output:

```
cell length a = 5.0 bohr; energy E = 0.030 hartree
h row 1 (hartree): +0.00  +0.01  +0.02
h row 2 (hartree): +0.01  +0.02  +0.00
h row 3 (hartree): +0.02  +0.00  +0.15
t row 1 (hartree): -0.05  +0.01  +0.02
t row 2 (hartree): +0.00  -0.04  +0.01
t row 3 (hartree): +0.01  +0.00  -0.02
outgoing modes: 2 ; decaying modes: 1
mode 1: theta = +1.96121 rad
  v = 0.49001 a.u.; v/a = 0.098002 hartree
  u = +0.8561+0.0000i  -0.2521+0.4385i  -0.0914+0.0536i
  dual = +0.8887-0.0441i  -0.2642+0.3554i  -0.1913-0.0132i
  squared norm of dual = 1.02452
mode 2: theta = +1.61571 rad
  v = 0.39999 a.u.; v/a = 0.079998 hartree
  u = +0.2691+0.3534i  +0.8925-0.0000i  -0.0669+0.0412i
  dual = +0.2664+0.4181i  +0.8700-0.0333i  -0.1204-0.0960i
  squared norm of dual = 1.02749
decaying vector = +0.2283-0.0000i  +0.0645+0.0000i  +0.9714-0.0000i
its factor per cell = +0.11938+0.00000i
Gamma row 1 (hartree): +0.097243  -0.007117  -0.022384
Gamma row 2 (hartree): -0.007117  +0.079856  -0.003630
Gamma row 3 (hartree): -0.022384  -0.003630  +0.005502
Gamma eigenvalues (hartree): 0.103981  0.078621  0.000000
trace Gamma = 0.182602 hartree = 4.9689 eV
largest difference, elimination - modes = 1.0e-08 hartree
singular values, eta=1e-5 hartree: 1.040e-01 7.861e-02 2.891e-07
singular values, eta=1e-6 hartree: 1.040e-01 7.862e-02 2.891e-08
relative error, modes used as duals = 0.2563
relative error, duals in propagating span = 0.1875
E = -0.13 hartree: rank 0, upward crossings 0
E = -0.09 hartree: rank 1, upward crossings 1
E = -0.05 hartree: rank 2, upward crossings 2
E = -0.01 hartree: rank 2, upward crossings 2
E = +0.03 hartree: rank 2, upward crossings 2
E = +0.07 hartree: rank 2, upward crossings 2
E = +0.11 hartree: rank 0, upward crossings 0
E = +0.15 hartree: rank 1, upward crossings 1
E = +0.19 hartree: rank 1, upward crossings 1
E = +0.23 hartree: rank 0, upward crossings 0
random complex leads: cases passed = 20
crossing with opposite velocities: rank = 2
defective decaying eigenvalue: rank = 1
band edge: Gamma = 3.152e-04, 3.161e-05 hartree at eta = 1e-6, 1e-8
surface state: Gamma = 320.0, 3200.0 hartree at eta = 1e-5, 1e-6
tests ok
```
